# Critical moment of a fixed point dipole for binding an electron: a numerical check

```python
# Result under test: for an electron in the field of a fixed point dipole D,
# the angular operator A = L^2 - 2 D cos(theta) (atomic units) has its lowest
# eigenvalue equal to -1/4 at D_c = 0.6393 e*a0. With a hard core, negative
# energies exist only above D_c, and then form an infinite geometric ladder.
# lam: eigenvalue of A; nu = sqrt(-lam - 1/4); kappa = sqrt(-2 E);
# K: matrix whose largest eigenvalue is 1/(2 D_c).
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import loggamma, lpmv

A0 = sc.physical_constants["Bohr radius"][0]
HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
DEBYE_AU = (1e-21 / sc.c) / (sc.e * A0)      # one debye in units of e*a0


def cos_coupling(l, m=0):
    return np.sqrt(((l + 1.0)**2 - m**2) / ((2*l + 1) * (2*l + 3)))


def angular_matrix(D, m=0, size=40):
    l = np.arange(m, m + size)
    off = -2 * D * cos_coupling(l[:-1], m)
    return np.diag(l * (l + 1.0)) + np.diag(off, 1) + np.diag(off, -1)


def lowest(D, m=0):
    return np.linalg.eigvalsh(angular_matrix(D, m))[0]


def k_element(l, m=0):
    return cos_coupling(l, m) / ((l + 0.5) * (l + 1.5))


def k_eigenvalues(size, m=0):
    off = k_element(np.arange(m, m + size - 1), m)
    return np.linalg.eigvalsh(np.diag(off, 1) + np.diag(off, -1))[::-1]


# --- matrix elements of cos(theta) against quadrature
x_q, w_q = np.polynomial.legendre.leggauss(40)
for m in (0, 1):
    for l in range(m, m + 6):
        p, q = lpmv(m, l, x_q), lpmv(m, l + 1, x_q)
        norm = np.sqrt(np.sum(w_q * p * p) * np.sum(w_q * q * q))
        assert abs(np.sum(w_q * x_q * p * q) / norm - cos_coupling(l, m)) < 1e-11


# --- independent road: regular power series at each pole, matched at equator
def pole_series(D, lam, m=0, terms=90):
    a = [1.0]
    for k in range(terms):
        previous = a[k - 1] if k > 0 else 0.0
        top = ((k + m) * (k + m + 1) - 2*D - lam) * a[k] + 2*D * previous
        a.append(top / (2 * (k + 1) * (k + m + 1)))
    return np.polynomial.Polynomial(a)


def mismatch(D, lam, m=0):
    north, south = pole_series(D, lam, m), pole_series(-D, lam, m)
    return north(1.0) * south.deriv()(1.0) + south(1.0) * north.deriv()(1.0)


mu = k_eigenvalues(60)
D_c = 1 / (2 * mu[0])
D_c_series = brentq(lambda D: mismatch(D, -0.25), 0.3, 1.0, xtol=1e-13)
assert abs(D_c - D_c_series) < 1e-9
assert abs(lowest(D_c_series) + 0.25) < 1e-9
t_grid = np.linspace(0, 1, 101)              # lowest state has no node
assert min(pole_series(D_c_series, -0.25)(t_grid)) > 0
assert min(pole_series(-D_c_series, -0.25)(t_grid)) > 0

D_c_m1 = 1 / (2 * k_eigenvalues(60, 1)[0])
D_c_second = 1 / (2 * mu[1])
assert abs(D_c_m1 - brentq(lambda D: mismatch(D, -0.25, 1), 3, 5)) < 1e-7
assert abs(D_c_second - brentq(lambda D: mismatch(D, -0.25), 6, 9)) < 1e-7

# --- rigorous brackets from small matrices
brackets = []
for size in (2, 3, 4, 6, 12):
    mu_n = k_eigenvalues(size)[0]
    link, tail = k_element(size - 1), 2 * k_element(size)
    mu_top = np.linalg.eigvalsh([[mu_n, link], [link, tail]])[1]
    low, high = 1 / (2 * mu_top), 1 / (2 * mu_n)
    assert low < D_c_series < high + 1e-11   # allowance for rounding only
    brackets.append((size, low, high))
assert abs(brackets[0][2] - 3 * np.sqrt(3) / 8) < 1e-12

# --- lowest eigenvalue: decreasing, concave, m = 0 below m = 1 and 2
D_grid = np.linspace(0, 5, 51)
lam_grid = np.array([lowest(D) for D in D_grid])
assert np.all(np.diff(lam_grid) < 0) and np.all(np.diff(lam_grid, 2) < 0)
for D in D_grid:
    assert lowest(D) < lowest(D, 1) < lowest(D, 2)
vec_c = np.linalg.eigh(angular_matrix(D_c))[1][:, 0]
mean_cos = 2 * np.sum(vec_c[:-1] * vec_c[1:] * cos_coupling(np.arange(39)))
slope = (lowest(D_c + 1e-4) - lowest(D_c - 1e-4)) / 2e-4
assert abs(slope + 2 * mean_cos) < 1e-6

# --- integral identity behind the absence of bound states for lam >= -1/4
u = lambda r: (r - 1) * np.exp(-r / 5)
du = lambda r: (1 - (r - 1) / 5) * np.exp(-r / 5)
left = quad(lambda r: du(r)**2 - u(r)**2 / (4 * r*r), 1, 150, limit=200)[0]
right = quad(lambda r: (du(r) - u(r) / (2*r))**2, 1, 150, limit=200)[0]
assert abs(left - right) < 1e-7 and left > 0

# --- example: rough moments of two etch gases, round core radius
moment_HF, moment_HCl, core_nm = 1.8, 1.1, 0.1
D_HF, D_HCl = moment_HF * DEBYE_AU, moment_HCl * DEBYE_AU
lam_HF, lam_HCl = lowest(D_HF), lowest(D_HCl)
assert D_HCl < D_c < D_HF < D_c_m1
for D, lam in ((D_HF, lam_HF), (D_HCl, lam_HCl)):
    assert abs(brentq(lambda s: mismatch(D, s), -1, 0.5) - lam) < 1e-9
nu = np.sqrt(-lam_HF - 0.25)


# --- zeros of the decaying radial solution, y = ln(kappa r), u = sqrt(r) w
def radial_zeros(lam):
    shift = lam + 0.25
    rhs = lambda y, w: [w[1], (np.exp(2*y) + shift) * w[0]]
    crossing = lambda y, w: w[0]
    start = np.log(20.0)
    w0 = 1e-8
    sol = solve_ivp(rhs, (start, -45), [w0, -20 * w0], method="DOP853",
                    rtol=1e-11, atol=1e-16, max_step=0.5, events=crossing)
    assert sol.success
    return sol.t_events[0]


phase = loggamma(1 + 1j * nu).imag
y_formula = np.log(2) + (phase - np.pi * np.arange(1, 4)) / nu
y_direct = radial_zeros(lam_HF)
assert len(y_direct) == 3
assert np.max(np.abs(y_direct - y_formula)) < 1e-5
assert len(radial_zeros(lam_HCl)) == 0
assert len(radial_zeros(-0.25)) == 0

# --- separated solution placed in the Cartesian Schroedinger equation
vec = np.linalg.eigh(angular_matrix(D_HF))[1][:, 0]
legendre = vec * np.sqrt(np.arange(40) + 0.5)
mp.mp.dps = 20


def psi(point):
    r = np.linalg.norm(point)
    radial = float(mp.re(mp.besselk(1j * nu, r))) / np.sqrt(r)
    return radial * np.polynomial.legendre.legval(point[2] / r, legendre)


point, h = np.array([0.7, 0.4, 0.9]), 0.01
laplacian = 0.0
for axis in np.eye(3):
    for step, weight in zip((-2, -1, 0, 1, 2), (-1, 16, -30, 16, -1)):
        laplacian += weight * psi(point + step * h * axis) / (12 * h*h)
r_p = np.linalg.norm(point)
residual = -laplacian/2 + (0.5 - D_HF * point[2] / r_p**3) * psi(point)
assert abs(residual) < 1e-5 * abs(psi(point))

# --- first level for the example
core = core_nm * 1e-9 / A0
kappa = np.exp(y_formula[0]) / core
binding_eV = kappa**2 / 2 * HARTREE_EV
size_um = A0 / kappa * 1e6
ratio = np.exp(2 * np.pi / nu)

# --- effects left out, sized with rough hydrogen fluoride data
bond_nm, mass_H, mass_F = 0.092, 1.0, 19.0
quadrupole_DA, alpha_A3 = 2.4, 0.8           # debye*angstrom, angstrom^3
reduced = mass_H * mass_F / (mass_H + mass_F) * sc.atomic_mass
rot_J = sc.hbar**2 / (reduced * (bond_nm * 1e-9)**2)   # J = 0 to 1 spacing
rot_eV = rot_J / sc.e
r_rot = np.sqrt(D_HF / (rot_eV / HARTREE_EV))
r_rot_nm = r_rot * A0 * 1e9
phase_available = nu * np.log(r_rot / core)
alpha_au = alpha_A3 * (1e-10 / A0)**3
quad_ratio = lambda r_nm: quadrupole_DA / (moment_HF * 10 * r_nm)
pol_ratio = lambda r_nm: alpha_au / (2 * D_HF * (r_nm * 1e-9 / A0)**2)
gas_K, pressure_mTorr, Te_eV, ne_cm3 = 300.0, 10.0, 3.0, 1e10
gas_density = pressure_mTorr * 1e-3 * sc.torr / (sc.k * gas_K)
spacing_um = gas_density**(-1/3) * 1e6
debye_um = np.sqrt(sc.epsilon_0 * Te_eV / (ne_cm3 * 1e6 * sc.e)) * 1e6
transit_fs = 1e-9 / np.sqrt(2 * Te_eV * sc.e / sc.m_e) * 1e15
turning_fs = sc.hbar / rot_J * 1e15
assert binding_eV < 1e-3 * rot_eV and phase_available < np.pi
assert size_um > spacing_um and transit_fs < 0.1 * turning_fs

print(f"critical moment, matrix: {D_c:.8f} e*a0")
print(f"critical moment, pole series: {D_c_series:.8f} e*a0")
print(f"critical moment: {D_c / DEBYE_AU:.4f} debye")
print(f"one debye: {DEBYE_AU:.6f} e*a0")
print(f"largest eigenvalue of K: {mu[0]:.8f}")
print("k_0 to k_4:", " ".join(f"{k_element(l):.6f}" for l in range(5)))
for size, low, high in brackets:
    print(f"bracket, {size} functions: {low:.6f} to {high:.6f} e*a0")
print(f"next critical moment, |m| = 1: {D_c_m1:.4f} e*a0")
print(f"second critical moment, m = 0: {D_c_second:.4f} e*a0")
print(f"mean cos(theta) at critical moment: {mean_cos:.5f}")
print(f"slope of lowest eigenvalue there: {slope:.5f} per e*a0")
print("angular weights at critical moment, l = 0 to 3:",
      " ".join(f"{v*v:.6f}" for v in vec_c[:4]))
print(f"HF rough moment: {moment_HF} debye = {D_HF:.5f} e*a0")
print(f"HF lowest eigenvalue: {lam_HF:.6f}")
print(f"HCl rough moment: {moment_HCl} debye = {D_HCl:.5f} e*a0")
print(f"HCl lowest eigenvalue: {lam_HCl:.6f}")
print(f"HF nu: {nu:.5f}")
print(f"HF arg Gamma(1 + i nu): {phase:.5f} rad")
print("HF ln(kappa r) at zeros, integrated:",
      " ".join(f"{y:.5f}" for y in y_direct))
print("HF ln(kappa r) at zeros, formula:",
      " ".join(f"{y:.5f}" for y in y_formula))
print(f"core radius: {core_nm} nm = {core:.4f} a0")
print(f"first binding energy: {binding_eV:.2e} eV")
print(f"decay length 1/kappa: {size_um:.1f} um")
print(f"ratio of successive energies: {ratio:.2e}")
print(f"rough HF bond length: {bond_nm} nm")
print(f"rough masses H, F: {mass_H:.0f}, {mass_F:.0f} u")
print(f"rotational spacing J = 0 to 1: {rot_eV * 1e3:.2f} meV")
print(f"radius where D/r^2 equals that spacing: {r_rot_nm:.2f} nm")
print(f"phase nu*ln(r/core) up to there: {phase_available:.3f} rad")
print(f"rough HF quadrupole: {quadrupole_DA} debye*angstrom")
print(f"rough HF polarizability: {alpha_A3} angstrom^3")
for r_nm in (core_nm, 1.0):
    print(f"quadrupole/dipole energy on axis at {r_nm} nm: "
          f"{quad_ratio(r_nm):.3f}")
    print(f"polarization/dipole energy on axis at {r_nm} nm: "
          f"{pol_ratio(r_nm):.4f}")
print(f"gas: {pressure_mTorr:.0f} mTorr, {gas_K:.0f} K")
print(f"thermal energy kT: {sc.k * gas_K / sc.e * 1e3:.1f} meV")
print(f"mean spacing of gas molecules: {spacing_um:.3f} um")
print(f"plasma: Te = {Te_eV} eV, ne = {ne_cm3:.0e} cm^-3")
print(f"Debye length: {debye_um:.0f} um")
print(f"time for a {Te_eV} eV electron to cross 1 nm: {transit_fs:.2f} fs")
print(f"rotation time hbar/spacing: {turning_fs:.0f} fs")
print("done: every assertion held")
```

Output:

```
critical moment, matrix: 0.63931488 e*a0
critical moment, pole series: 0.63931488 e*a0
critical moment: 1.6250 debye
one debye: 0.393430 e*a0
largest eigenvalue of K: 0.78208723
k_0 to k_4: 0.769800 0.137706 0.057953 0.031997 0.020304
bracket, 2 functions: 0.626867 to 0.649519 e*a0
bracket, 3 functions: 0.635592 to 0.639370 e*a0
bracket, 4 functions: 0.638190 to 0.639315 e*a0
bracket, 6 functions: 0.639104 to 0.639315 e*a0
bracket, 12 functions: 0.639302 to 0.639315 e*a0
next critical moment, |m| = 1: 3.7920 e*a0
second critical moment, m = 0: 7.5470 e*a0
mean cos(theta) at critical moment: 0.36174
slope of lowest eigenvalue there: -0.72348 per e*a0
angular weights at critical moment, l = 0 to 3: 0.896070 0.102767 0.001160 0.000003
HF rough moment: 1.8 debye = 0.70817 e*a0
HF lowest eigenvalue: -0.301716
HCl rough moment: 1.1 debye = 0.43277 e*a0
HCl lowest eigenvalue: -0.119661
HF nu: 0.22741
HF arg Gamma(1 + i nu): -0.12668 rad
HF ln(kappa r) at zeros, integrated: -13.67839 -27.49290 -41.30741
HF ln(kappa r) at zeros, formula: -13.67839 -27.49290 -41.30741
core radius: 0.1 nm = 1.8897 a0
first binding energy: 5.01e-12 eV
decay length 1/kappa: 87.2 um
ratio of successive energies: 9.98e+11
rough HF bond length: 0.092 nm
rough masses H, F: 1, 19 u
rotational spacing J = 0 to 1: 5.20 meV
radius where D/r^2 equals that spacing: 3.22 nm
phase nu*ln(r/core) up to there: 0.790 rad
rough HF quadrupole: 2.4 debye*angstrom
rough HF polarizability: 0.8 angstrom^3
quadrupole/dipole energy on axis at 0.1 nm: 1.333
polarization/dipole energy on axis at 0.1 nm: 1.0674
quadrupole/dipole energy on axis at 1.0 nm: 0.133
polarization/dipole energy on axis at 1.0 nm: 0.0107
gas: 10 mTorr, 300 K
thermal energy kT: 25.9 meV
mean spacing of gas molecules: 0.146 um
plasma: Te = 3.0 eV, ne = 1e+10 cm^-3
Debye length: 129 um
time for a 3.0 eV electron to cross 1 nm: 0.97 fs
rotation time hbar/spacing: 127 fs
done: every assertion held
```
